# Zak phases and the sign of the surface logarithmic derivative

Take an electron in the weak potential $V(x)=2U\cos Gx$, with $G=2\pi/a$, and cut the crystal at $x=0$, so that it fills $x>0$. The first gap opens at $k_0=G/2=\pi/a$. With $c=2m/\hbar^2$ the Schrödinger equation is $\psi''=c(V-E)\psi$. In the gap we seek a solution that decays into the crystal, and we keep the two waves of nearly equal energy, which $V$ therefore mixes most strongly:

$$\psi=e^{-\kappa x}\left(Ae^{ik_0x}+Be^{-ik_0x}\right),\qquad \kappa>0 .$$

The two waves have wave numbers $\pm k_0+i\kappa$, whose squares are $k_0^2-\kappa^2\pm 2ik_0\kappa$. Define $\varepsilon=E-(k_0^2-\kappa^2)/c$ and $\gamma=2k_0\kappa/c$. Equating the coefficients of each wave gives

$$(i\gamma-\varepsilon)A+UB=0,\qquad UA+(-i\gamma-\varepsilon)B=0 .$$

The determinant vanishes when $\varepsilon^2+\gamma^2=U^2$, so the gap is $|\varepsilon|<|U|$. The first equation gives $B/A=(\varepsilon-i\gamma)/U$, a number of modulus one. Writing it as $e^{-2i\varphi}$ makes $\psi\propto e^{-\kappa x}\cos(k_0x+\varphi)$, with $\cos2\varphi=\varepsilon/U$ and $\sin2\varphi=\gamma/U$. The logarithmic derivative at the cut is then

$$L=\frac{\psi'(0)}{\psi(0)}=-\kappa-k_0\tan\varphi,\qquad \tan\varphi=\frac{\sin2\varphi}{1+\cos2\varphi}=\frac{\gamma}{U+\varepsilon}.$$

The term $-\kappa$ is smaller than the other by a factor of order $|U|/E_0$, where $E_0=k_0^2/c$. The omitted waves $\pm3k_0$ contribute at the same relative order, so at leading order we drop it. Inserting $\gamma=\sqrt{U^2-\varepsilon^2}$ gives

$$L\simeq +k_0\sqrt{\frac{|U|+\varepsilon}{|U|-\varepsilon}}\ \ (U<0),\qquad L\simeq -k_0\sqrt{\frac{U-\varepsilon}{U+\varepsilon}}\ \ (U>0).$$

If the cut passes through a potential well ($U<0$), $L$ rises from $0$ to $+\infty$ across the gap. If it passes through a potential maximum, $L$ rises from $-\infty$ to $0$. In the first case the state at the lower edge is $\cos k_0x$, even about the cut; in the second it is $\sin k_0x$, odd. The sign of $L$ is the parity of the state at the top of the band below. This survives for any even periodic potential, and parity is what connects $L$ to the Zak phase.

Let $V$ now be any real, bounded potential with $V(x+a)=V(x)$ and $V(-x)=V(x)$. The cut $x=0$ is an inversion centre of the infinite crystal. Number the bands $n=1,2,\dots$ upwards, let gap $n$ lie above band $n$, and let gap $0$ be the range below all bands. Let $u$ and $v$ be the solutions with $u(0)=1$, $u'(0)=0$ and $v(0)=0$, $v'(0)=1$; $u$ is even and $v$ is odd. Across one cell

$$\begin{pmatrix}\psi(a)\\ \psi'(a)\end{pmatrix}=M\begin{pmatrix}\psi(0)\\ \psi'(0)\end{pmatrix},\qquad M=\begin{pmatrix}u(a)&v(a)\\u'(a)&v'(a)\end{pmatrix}.$$

The Wronskian is constant, so $\det M=1$. By periodicity, $M^{-1}$ carries data from $0$ to $-a$. Its first entry is therefore $u(-a)=u(a)$, while inversion of the matrix gives $v'(a)$ for that entry. Hence $u(a)=v'(a)\equiv D$, and the determinant condition becomes

$$D^2-1=u'(a)\,v(a).\tag{1}$$

A Bloch solution is multiplied by $\lambda$ in each cell, where $\lambda^2-2D\lambda+1=0$. In a band $\lambda=e^{ika}$ and $D=\cos ka$. In a gap $|D|>1$, and the root with $|\lambda|<1$ is $\lambda=D-\mathrm{sgn}(D)\sqrt{D^2-1}$. The first row of $M$ acting on $(1,L)$ must give $\lambda$, so

$$L=\frac{\lambda-D}{v(a)}=-\frac{\mathrm{sgn}(D)\sqrt{D^2-1}}{v(a)},\qquad L^2=\frac{u'(a)}{v(a)}.\tag{2}$$

Inside an open gap the left side of (1) is positive, so neither $u'(a)$ nor $v(a)$ can vanish. Thus $L$ has no zero and no pole there, and one sign $s_n=\mathrm{sgn}\,L$ belongs to the whole of gap $n$.

The direction in which $L$ moves follows from differentiating the Schrödinger equation with respect to energy. With $\chi=\partial_E\psi$ we have $\chi''=c(V-E)\chi-c\psi$, hence

$$(\psi\chi'-\chi\psi')'=-c\,\psi^2.\tag{3}$$

For the decaying solution the bracket vanishes at infinity. Integrating from $0$ to $\infty$ and dividing by $\psi(0)^2$ gives

$$\frac{dL}{dE}=\frac{c}{\psi(0)^2}\int_0^\infty\psi^2\,dx>0.\tag{4}$$

At a gap edge $D^2=1$, so $u'(a)v(a)=0$. Could both factors vanish at one energy $E_1$? Apply (3) to $u$ and $v$ over one cell. Their data at $x=0$ do not depend on energy, so the bracket vanishes there. Using $u(a)=v'(a)=D=\pm1$ we find

$$\partial_Eu'(a)=-cD\int_0^au^2dx,\qquad \partial_Ev(a)=cD\int_0^av^2dx .$$

Near $E_1$ the product is then $u'(a)v(a)\simeq-c^2\left(\int_0^a u^2dx\right)\left(\int_0^a v^2dx\right)(E-E_1)^2<0$. By (1), $|D|<1$ on both sides, so two bands touch and there is no gap. At an edge of an open gap one factor vanishes and the other does not. If $u'(a)=0$, the edge state is the even function $u$ and $L\to0$. If $v(a)=0$, it is the odd function $v$ and $|L|\to\infty$.

Now combine this with (4). If $L>0$ in the gap, an increasing function can start at $0$ but not at $+\infty$, and can end at $+\infty$ but not at $0$. The lower edge is then even and the upper edge odd. If $L<0$, it runs from $-\infty$ to $0$: the lower edge is odd and the upper even. Therefore

$$s_n=\text{parity about }x=0\text{ of the top of band }n,\tag{5}$$

and the bottom of band $n+1$ has parity $-s_n$. In gap $0$, take $E$ below the minimum of $V$. Multiplying $\psi''=c(V-E)\psi$ by $\psi$ and integrating by parts gives $-\psi(0)\psi'(0)=\int_0^\infty[\psi'^2+c(V-E)\psi^2]dx>0$. Hence $s_0=-1$, and $L$ can reach the first band only by rising to $0$. The first band starts with an even state.

We also need to know where the edges lie in $k$. Suppose $dD/dE=0$ at an energy inside a band where $|D|<1$. Then $D$ would differ from its value there by a term proportional to $(E-E_1)^p$ with $p\ge2$, and some nearby real value of $D$ would be taken at a complex $E$. That would be a complex energy at real $k$, which a Hermitian Hamiltonian forbids. So $D$ is monotonic within each band, and each band joins $k=0$ to $k=\pi/a$. For $E$ below the minimum of $V$, $u$ starts at 1 with zero slope and curves upward, so $D=u(a)>1$. Since $|D|>1$ throughout a gap, $D$ keeps its sign there, and $D>1$ everywhere below the first band. The top of band $n$ is therefore at $\pi/a$ for odd $n$ and at $0$ for even $n$.

For an isolated band write $\psi_k=e^{ikx}w_k(x)$, with $w_k$ periodic and normalized over a cell. Choose the phases smoothly and with $\psi_{k+G}=\psi_k$. The Zak phase, with origin at the cut, is

$$\theta_n=\int_{-\pi/a}^{\pi/a}A(k)\,dk,\qquad A(k)=i\int_0^a w_k^*\,\partial_kw_k\,dx .$$

Inversion maps the state at $k$ to the state at $-k$, so $w_{-k}(x)=e^{i\beta(k)}w_k(-x)$. Differentiate this with respect to $k$, multiply by $iw_{-k}^*(x)$ and integrate over a cell. The left side is $-A(-k)$, because the derivative acts on $-k$; the right side is $-\beta'(k)+A(k)$. Thus $A(k)+A(-k)=\beta'(k)$ and

$$\theta_n=\int_0^{\pi/a}\beta'(k)\,dk=\beta(\pi/a)-\beta(0).$$

At $k=0$ the inversion relation says that $e^{i\beta(0)}$ is the parity $\zeta_n(0)$. At the zone edge $\psi_{-\pi/a}=\psi_{\pi/a}$, so $e^{i\beta(\pi/a)}=\zeta_n(\pi/a)$. Hence

$$e^{i\theta_n}=\zeta_n(0)\,\zeta_n(\pi/a),\tag{6}$$

and $\theta_n$ is $0$ or $\pi$ modulo $2\pi$. The two parities belong to the bottom and the top of the band, which are $-s_{n-1}$ and $s_n$. This gives the relation between a band and its two adjacent gaps:

$$e^{i\theta_n}=-s_n\,s_{n-1}.\tag{7}$$

Multiply (7) over bands $1$ to $n$. Each intermediate sign appears twice and drops out, leaving $(-1)^ns_ns_0=(-1)^{n-1}s_n$. Therefore

$$s_n=\mathrm{sgn}\,L=(-1)^{n-1}\exp\left(i\sum_{m=1}^n\theta_m\right).\tag{8}$$

A single Zak phase thus gives the relative sign of the gaps above and below its band. It gives an absolute sign by itself for the lowest band, where $s_0$ is known: $s_1=e^{i\theta_1}$. For a higher band the phases underneath are needed as well.

A crystal with four harmonics, $V=\sum_j2U_j\cos jGx$ with $U_j=(-1.5,\,2,\,2.5,\,-3)$ eV and $a=0.31$ nm, shows this. Its Zak phases are $0,0,\pi,0$. Equation (8) gives $s_1=+1$, $s_2=-1$, $s_3=(+1)(-1)=-1$ and $s_4=(-1)(-1)=+1$. Direct integration from deep inside the crystal gives mid-gap values $L=12.7,\,-24.0,\,-25.4$ and $36.9$ nm$^{-1}$. Bands 1 and 2 have the same Zak phase, but the gaps above them have opposite signs. The same comparison for all sixteen choices of sign of these four $U_j$, with their magnitudes held fixed, confirmed (7) and (8) in all 64 gaps.

If some lower bands touch, their separate phases are not defined, but the total phase $\Theta_n$ of the lowest $n$ bands is, provided gap $n$ is open. The factor $e^{i\beta}$ becomes a unitary matrix $B(k)$, with $w_{m,-k}(x)=\sum_lw_{l,k}(-x)B_{lm}(k)$. The previous calculation, after taking the trace, gives $\mathrm{tr}A(k)+\mathrm{tr}A(-k)=-i\,\partial_k\ln\det B(k)$. So $e^{i\Theta_n}$ is the product of all parities of the $n$ bands at $k=0$ and $k=\pi/a$. The bottom of band 1 contributes $+1$ and the top of band $n$ contributes $s_n$. Each of the $n-1$ pairs between them contributes $-1$, since it holds one even and one odd state whether the gap is open or closed. Hence $s_n=(-1)^{n-1}e^{i\Theta_n}$.

For example, $V=2U_2\cos2Gx$ has true period $a/2$, so bands 1 and 2 touch when it is described with period $a$. For $U_2<0$ the opening case, with its period halved, gives $L>0$ in gap 2, and the formula requires $\Theta_2=\pi$. Numerical evaluation of $L$ and $\Theta_2$ at $U_2=\pm2$ eV satisfied the relation for both signs.

The choice of cut matters because a crystal with an inversion centre at $0$ has another at $a/2$. Reflection about $a/2$ takes $\psi_k(x)$ to $\psi_k(a-x)$. At $k=0$ or $\pi/a$ this equals $\zeta\psi_k(x-a)=\zeta e^{-ika}\psi_k(x)$. The parity is unchanged at $k=0$ and reversed at $\pi/a$. Every $\theta_n$, referred to the new origin, shifts by $\pi$, and $s_n$ is multiplied by $(-1)^n$. The Zak phase and the surface must refer to the same point. If the crystal fills $x<0$ instead, $\psi'/\psi$ changes sign by reflection; the statements above use the derivative directed into the crystal.

The sign decides whether a simple surface binds a state. Let the potential for $x<0$ be a constant $E_{\rm v}$ above the upper gap edge. The outside solution is $e^{\kappa_{\rm v}x}$, with $\kappa_{\rm v}=\sqrt{c(E_{\rm v}-E)}>0$, and matching requires $L=\kappa_{\rm v}$. If $s_n=+1$, $L$ rises from $0$ to $+\infty$ while $\kappa_{\rm v}$ falls, so there is one crossing. If $s_n=-1$, there is none. A metal with propagating states at the same energy behaves differently: its two oscillating waves can be combined to match any $L$. There is then a solution at every such energy in the gap, with a density tail whose envelope is $e^{-2\kappa x}$, for either sign of $L$.

For numbers, take $a=0.31$ nm and the single harmonic $U=-0.55$ eV, with a well at the cut, and put the vacuum level 4 eV above the upper edge. Then $k_0=\pi/0.31=10.13$ nm$^{-1}$ and, with $c=26.25$ eV$^{-1}$nm$^{-2}$, $E_0=102.7/26.25=3.91$ eV. The computed gap runs from 3.353 to 4.453 eV, a width of 1.10 eV, as $2|U|$ suggests. The Zak phase of the first band is $0$ for this cut and $\pi$ for the cut midway between wells. At mid-gap, 3.903 eV, the corresponding values of $L$ are $+10.19$ and $-10.19$ nm$^{-1}$, close to the leading-order values $\pm k_0$. For the first cut, a finite difference of $L$ in energy and the integral in (4) both give $dL/dE=19.82$ eV$^{-1}$nm$^{-1}$ there.

The decay constant is greatest when $\gamma=|U|$, which gives $\kappa=c|U|/2k_0=26.25\times0.55/20.27=0.712$ nm$^{-1}$; the computed maximum, at the branch point 3.884 eV, agrees to these digits. The envelope of the density falls by a factor $e$ in $1/2\kappa=0.70$ nm. The decay constant does not depend on where the crystal is cut; the phase of the tail at the surface does, and it sets the sign of $L$.

For the cut through the well, matching to vacuum gives a surface level at 3.937 eV, which is 0.584 eV above the lower edge. There $\kappa_{\rm v}=10.89$ nm$^{-1}$. Solving the leading-order formula $L=\kappa_{\rm v}$ for $\varepsilon$ gives

$$\varepsilon=|U|\frac{\kappa_{\rm v}^2-k_0^2}{\kappa_{\rm v}^2+k_0^2}=0.55\times\frac{118.5-102.7}{118.5+102.7}=0.039\ \text{eV}.$$

With $\kappa=0.708$ nm$^{-1}$ at this level, $E=E_0-\kappa^2/c+\varepsilon=3.913-0.019+0.039=3.933$ eV, in fair agreement. The closeness owes something to cancellation: keeping $-\kappa$ alone would give 3.966 eV, and the omitted $\pm3k_0$ waves offset most of that shift. Diagonalizing a 40-period slab, with vacuum on one side and a hard wall at the far end, gives one gap state at 3.937 eV for this cut and none for the midway cut. If both faces of a film are cut through wells and face vacuum, their two surface states split. The splitting is 0.058 eV at 4.96 nm and 0.024 eV at 6.20 nm. Its ratio, 0.414, is close to the leading exponential estimate $e^{-0.708\times1.24}=0.416$.

These parameters borrow rough numbers from silicon: double layers repeat about every 0.31 nm along [111], the smallest gap is about 1.1 eV and the electron affinity about 4 eV. That gap is indirect, with its conduction minimum on the [100] line; along [111] the gap is wider, about 2 eV from the valence top at $\Gamma$ to the conduction minimum at L, and the direct gap at L, the analogue of the zone-edge gap of the model, is about 3.4 eV. The model has one orbital channel and is not a calculation of silicon. Its band-edge mass is too light. Expanding $\varepsilon=\sqrt{U^2+(2k_0q/c)^2}$ at small real $q$ gives $m^*/m\simeq|U|/2E_0=0.07$, against roughly 0.2 to 1 for silicon conduction electrons, depending on direction. In this two-wave model $\kappa=\sqrt{m^*|U|}/\hbar$, so at fixed gap a mass of $0.2m$ would shorten the 0.70 nm tail to about 0.4 nm. By the same formula, two masses in the ratio 5 give tail lengths that differ by a factor $\sqrt5=2.2$. Nor does the absence of a state at the midway cut carry over to silicon: that plane crosses other bonds, which this model lacks.

A real surface need not be an abrupt barrier placed at an inversion centre. With the other settings fixed, moving the cut 0.03 nm outward or inward shifts the level by $-0.32$ or $+0.31$ eV. It leaves the gap when the cut reaches $x=-0.081$ or $+0.074$ nm. At a displaced cut $L$ need not keep one sign through the gap, so (8) no longer decides the matter, although the level persists over this range. Replacing the step by the image-rounded barrier $E_{\rm v}-e^2/[16\pi\epsilon_0(|x|+x_0)]$, with the image strength of a metal and $x_0$ chosen so that it joins the mean crystal potential at $x=0$, lowers the level by 0.38 eV, about a third of the gap. The figure depends on these choices: it is 0.35 eV with the dielectric factor $(\epsilon-1)/(\epsilon+1)$ of silicon, and 0.42 eV if the barrier is joined to the potential at the bottom of the well. Displacing the crystal rigidly by 0.01 nm against a fixed barrier moves the level by up to 0.11 eV. That distance is comparable to a thermal amplitude, but in a real vibration the barrier can move with the surface atoms, so the number measures sensitivity to the barrier position and not a thermal broadening. A field of 0.3 MV/cm, which is high for the depletion layer of moderately doped silicon and near breakdown at light doping, drops only 0.02 eV over the tail length.

Breaking inversion symmetry in the bulk removes the quantization in (6). Adding $2S\sin2Gx$ with $S=0.2$ eV changes the Zak phase of the first band from $0$ to $-0.013$ rad. For these numbers the bulk asymmetry changes the phase only slightly; its effect on the surface level was not computed. The position and shape of the surface barrier, as found above, can move that level by a sizeable part of the gap. The computed values are collected in the numerical output below.

## Table of computed values

```
Sign law checked: 64 gaps in 16 crystals
Four-harmonic crystal, U_j (eV): [-1.5  2.   2.5 -3. ]
 gap 1: 2.154 to 4.774 eV, theta_1/pi = 0.000, mid-gap L = 12.735 1/nm
 gap 2: 13.107 to 17.816 eV, theta_2/pi = 0.000, mid-gap L = -23.951 1/nm
 gap 3: 33.060 to 37.336 eV, theta_3/pi = 1.000, mid-gap L = -25.402 1/nm
 gap 4: 59.684 to 65.808 eV, theta_4/pi = 0.000, mid-gap L = 36.895 1/nm
Example: period 0.31 nm, U_1 = -0.55 eV (well at the cut)
2m/hbar^2 = 26.2468 1/(eV nm^2)
Bottom of band 1 = -0.0386 eV
Gap edges = 3.3534 and 4.4531 eV, width = 1.0997 eV
Vacuum level = 8.4531 eV
Zak phase, cut through well = 0.0000 pi
Zak phase, cut midway = 1.0000 pi
Mid-gap energy = 3.9032 eV
Mid-gap L, cut through well = 10.1882 1/nm
Mid-gap L, cut midway = -10.1883 1/nm
dL/dE by difference = 19.823 1/(eV nm)
dL/dE by tail integral = 19.823 1/(eV nm)
Branch point = 3.8840 eV, kappa = 0.7116 1/nm
Density tail length 1/(2 kappa) = 0.7027 nm
Surface level = 3.9373 eV
Surface level above lower edge = 0.5839 eV
kappa in vacuum at that level = 10.8869 1/nm
kappa in crystal at that level = 0.7082 1/nm
Slab diagonalization, cut through well = 3.9372 eV
Slab gap states, cut midway = 0
Cut moved 0.03 nm outward: level moves -0.3196 eV
Cut moved 0.03 nm inward: level moves +0.3095 eV
Level leaves gap at cut x = -0.0809 and 0.0736 nm
Image-rounded barrier: level moves -0.3801 eV
Thermal displacement 0.01 nm (rough): 0.1115 eV
kT at 300 K = 0.0259 eV
Odd harmonic S_2 = 0.2 eV: Zak phase = -0.01286 rad
Film 4.96 nm: splitting = 0.05806 eV
Film 6.20 nm: splitting = 0.02404 eV
Splitting ratio = 0.4140, exp law = 0.4155
Field 0.3 MV/cm (rough): drop over tail = 0.0211 eV
Mass ratio 5.0 (rough): tail factor = 2.24
```
